# Threshold voltage for parametric resonance of an in-plane magnetized macrospin

In a model that keeps the magnetization uniform, a magnetic layer 1.6 nm thick, magnetized in its plane by a field of 50 mT, starts to precess when an alternating voltage of amplitude 0.251 V at twice its resonance frequency modulates its perpendicular anisotropy. If the static interface anisotropy is raised from 1.2 to 1.332 mJ/m², with the static field, damping and all other material parameters held fixed and the pump retuned to twice the new resonance frequency, the amplitude needed falls to 0.065 V. An 11 percent change in one material parameter lowers the threshold of this uniform model almost fourfold. The figure does not carry over to a pillar 100 nm across, where the in-plane state becomes unstable before the higher anisotropy is reached, as discussed at the end. The change reduces the stiffness against tilts out of the plane. This lowers the resonance frequency, and it also makes the precession orbit circular, so that a smaller share of the damping comes from the in-plane motion, which the voltage cannot drive.

Let \(\mathbf m\) be the unit vector of the magnetization, uniform over the layer. The static field \(B\) points along \(x\), in the plane, and \(z\) is the layer normal. The layer has saturation magnetization \(M_s\), thickness \(t\) and demagnetizing factors \(N_x,N_y,N_z\). Its interface anisotropy energy per area \(K_i\) favours the normal. A voltage \(V\cos\omega_pt\) across a barrier of thickness \(d\) changes this energy by \(\xi V\cos(\omega_pt)/d\), where \(\xi\) is the voltage coefficient and \(V\) a peak amplitude. The opposite sign of \(\xi\) would only shift the pump by half a period. The energy density divided by \(M_s\) is

\[
\frac{E}{M_s}=-Bm_x+\frac{\mu_0M_s}{2}\sum_iN_im_i^2-\frac{K_i+\xi V\cos(\omega_pt)/d}{M_st}\,m_z^2 .
\]

Since \(m_x^2=1-m_y^2-m_z^2\), the term in \(N_x\) can be moved into the other two. For small tilts, \(-Bm_x\simeq-B+\tfrac12B(m_y^2+m_z^2)\). Apart from a constant, the energy becomes

\[
\frac{E}{M_s}\simeq\tfrac12B_ym_y^2+\tfrac12\left(B_z-b\cos\omega_pt\right)m_z^2,
\]

with the stiffness fields and the pump amplitude

\[
B_y=B+\mu_0M_s(N_y-N_x),
\]
\[
B_z=B+\mu_0M_s(N_z-N_x)-\frac{2K_i}{M_st},\qquad b=\frac{2\xi V}{M_std}.
\]

Both stiffness fields must be positive, or the magnetization does not rest along \(x\). The voltage appears only in a term quadratic in \(m_z\). It therefore exerts no torque on a layer lying exactly in the plane, and can only amplify a tilt that is already present.

The motion follows the Landau–Lifshitz–Gilbert equation with \(\gamma>0\) and damping constant \(\alpha\),

\[
\dot{\mathbf m}=-\gamma\,\mathbf m\times\mathbf B_{\rm eff}+\alpha\,\mathbf m\times\dot{\mathbf m}.
\]

Write \(y=m_y\), \(z=m_z\) and set \(m_x=1\) to first order. After the elimination of \(m_x^2\), the effective field has the components \(B\), \(-(B_y-B)y\) and \(-(B_z-B-b\cos\omega_pt)z\). The elimination alters the field only by a part parallel to \(\mathbf m\), which exerts no torque. Then

\[
(\mathbf m\times\mathbf B_{\rm eff})_y=zB+(B_z-B-b\cos\omega_pt)z=(B_z-b\cos\omega_pt)z,
\]
\[
(\mathbf m\times\mathbf B_{\rm eff})_z=-(B_y-B)y-yB=-B_yy .
\]

To first order the damping term has the components \(-\alpha\dot z\) and \(\alpha\dot y\). With \(\omega_y=\gamma B_y\), \(\omega_z=\gamma B_z\), \(\delta=\gamma b\) and \(W(t)=\omega_z-\delta\cos\omega_pt\), the linear equations are

\[
\dot y=-Wz-\alpha\dot z,\qquad \dot z=\omega_yy+\alpha\dot y .
\]

Inserting each equation in the other isolates the derivatives:

\[
(1+\alpha^2)\dot y=-Wz-\alpha\omega_yy,\qquad(1+\alpha^2)\dot z=\omega_yy-\alpha Wz .
\]

Without damping or pump, \(\ddot z=-\omega_y\omega_zz\), so the resonance frequency is \(\omega_0=\sqrt{\omega_y\omega_z}=\gamma\sqrt{B_yB_z}\). The orbit is an ellipse. From \(\dot z=\omega_yy\), the amplitude of \(y\) is \(\omega_0/\omega_y=\sqrt r\) times that of \(z\), where \(r=B_z/B_y\).

With damping but no pump, the sum of the two exponents is the trace of the linear system. Each solution then decays at the rate

\[
\Gamma=\frac{\alpha(\omega_y+\omega_z)}{2(1+\alpha^2)} .
\]

The pump adds to the trace a cosine that averages to zero over a period. The determinant of the propagator over one period is the exponential of the integrated trace, so the two Floquet exponents of the linear equations still sum to \(-2\Gamma\). The pump cannot remove damping. It can split the two exponents, slowing the decay of one phase of the oscillation at the expense of the other, until the slower one turns into growth.

To find the splitting, turn the ellipse into a circle by \(u=r^{-1/4}y\), \(v=r^{1/4}z\). Because \(\omega_z=\sqrt r\,\omega_0\) and \(\omega_y=\omega_0/\sqrt r\), the equations become, to first order in \(\alpha\) and in \(\delta\),

\[
\dot u=-\omega_0v+\frac{\delta}{\sqrt r}\cos(\omega_pt)\,v-\alpha\omega_yu,\qquad
\dot v=\omega_0u-\alpha\omega_zv .
\]

The dropped terms are of order \(\alpha^2\) and \(\alpha\delta\). For \(c=u+iv\) one has \(u=(c+c^*)/2\) and \(v=(c-c^*)/(2i)\), and hence

\[
\dot c=i\omega_0c-\Gamma c+\frac{\alpha(\omega_z-\omega_y)}{2}c^*+\frac{\delta}{\sqrt r}\cos(\omega_pt)\frac{c-c^*}{2i}.
\]

Now set \(c=A(t)e^{i\omega_pt/2}\), with \(\omega_p\) near \(2\omega_0\), so that \(A\) varies slowly. After division by the exponential, the damping term in \(c^*\) carries \(e^{-i\omega_pt}\) and averages out. The pump term in \(c\) carries \(e^{\pm i\omega_pt}\) and averages out too. In the pump term with \(c^*\), one half of the cosine cancels the phase:

\[
-\frac{\delta}{2i\sqrt r}\cos(\omega_pt)\,e^{-i\omega_pt}A^*\;\to\;-\frac{\delta}{4i\sqrt r}A^*=\frac{i\delta}{4\sqrt r}A^* .
\]

With the detuning \(\Delta=\omega_p/2-\omega_0\), the slow equation is

\[
\dot A=-(\Gamma+i\Delta)A+i\kappa A^*,\qquad \kappa=\frac{\gamma b}{4\sqrt r}.
\]

Its real and imaginary parts, with \(A=p+iq\), read

\[
\dot p=-\Gamma p+(\kappa+\Delta)q,\qquad\dot q=-\Gamma q+(\kappa-\Delta)p,
\]

and their exponents are \(\lambda=-\Gamma\pm\sqrt{\kappa^2-\Delta^2}\). Growth starts at \(\kappa^2=\Gamma^2+\Delta^2\). On resonance this means \(\kappa=\Gamma\), or, with \(\alpha^2\) dropped beside 1,

\[
\frac{\gamma b}{4\sqrt r}=\frac{\alpha\gamma(B_y+B_z)}2
\quad\Longrightarrow\quad
b_{\rm th}=2\alpha(B_y+B_z)\sqrt{\frac{B_z}{B_y}} .
\]

Since \(V=M_std\,b/(2\xi)\), the threshold voltage is

\[
V_{\rm th}=\frac{\alpha M_std}{\xi}(B_y+B_z)\sqrt{\frac{B_z}{B_y}}
=\frac{\alpha M_std}{\xi}\sqrt{B_yB_z}\,(1+r).
\]

An energy balance shows where the two factors come from. On resonance the growing solution has \(p=q\), so \(m_z=a\sin(\omega_0t+\pi/4)\) and \(m_z^2=\tfrac12a^2(1+\sin2\omega_0t)\). The pump does work at the rate \(\partial_t(E/M_s)=\omega_0b\sin(2\omega_0t)\,m_z^2\), whose average is \(\omega_0ba^2/4\). The stored energy is \(\tfrac12B_za^2\), so the relative gain rate is \(\omega_0b/(2B_z)=2\kappa\). Gilbert damping removes \((\alpha/\gamma)(\dot y^2+\dot z^2)\), on average \(\alpha\omega_0^2a^2(1+r)/(2\gamma)\). Relative to the stored energy this is \(\alpha\gamma B_y(1+r)=\alpha(\omega_y+\omega_z)\), which is \(2\Gamma\) to leading order. The pump thus works on the out-of-plane swing alone, while both swings dissipate. A wide in-plane swing, \(r\gg1\), is an expense without a return.

Ellipticity is therefore no precondition for this kind of pumping. At fixed resonance frequency the threshold is proportional to \(1+r\): the circular orbit needs a finite voltage, and a flatter orbit with \(r>1\) needs more. It is otherwise when the pump is a field \(b\cos\omega_pt\) parallel to the magnetization. Such a field adds to both stiffness fields. The change of \(B_z\) now enters \(\dot u\) with the opposite sign and contributes \(-i\gamma bA^*/(4\sqrt r)\). The change of \(B_y\) adds \(\sqrt r\,\gamma b\cos(\omega_pt)\,u\) to \(\dot v\), which contributes \(+i\sqrt r\,\gamma bA^*/4\). Together,

\[
\kappa_\parallel=\frac{\gamma b}{4}\left(\sqrt r-\frac1{\sqrt r}\right)=\frac{\gamma b\,(B_z-B_y)}{4\sqrt{B_yB_z}} .
\]

This vanishes for a circular orbit. There the linear equations reduce to \((1+\alpha^2)\dot c=(i-\alpha)\omega(t)c\), with \(\omega(t)\) the common stiffness frequency. The field makes the rotation faster and slower in turn, but the mean decay rate remains \(\Gamma\).

The example takes \(M_s=1.2\) MA/m, \(t=1.6\) nm, \(d=1.4\) nm, \(K_i=1.2\) mJ/m², \(\xi=50\) fJ/(V m), \(\alpha=0.01\), \(B=50\) mT and demagnetizing factors 0.022, 0.029 and 0.949, as for a slightly elliptical pillar about 100 nm across. With \(\mu_0M_s=1.508\) T,

\[
B_y=0.050+1.508\times0.007=0.0606\ \text{T},
\]
\[
B_z=0.050+1.508\times0.927-\frac{2\times1.2\times10^{-3}}{1.2\times10^6\times1.6\times10^{-9}}=0.198\ \text{T}.
\]

The last term is 1.25 T, so \(B_z\) is a small remainder of two large contributions. The ratio is \(r=3.27\), the in-plane swing is 1.81 times the out-of-plane swing, and the resonance lies at 3.07 GHz. The pump runs at 6.14 GHz. The decay rate is \(\Gamma/2\pi=36.2\) MHz. The voltage prefactor is

\[
\frac{\alpha M_std}{\xi}=\frac{0.01\times1.92\times10^{-3}\times1.4\times10^{-9}}{50\times10^{-15}}=0.538\ \text{V/T},
\]

and therefore

\[
V_{\rm th}=0.538\times(0.0606+0.1979)\times1.808=0.251\ \text{V}.
\]

The anisotropy field then swings by \(b_{\rm th}=9.34\) mT. For \(K_i=1.332\) mJ/m² both stiffness fields equal 60.6 mT, and the same formula gives \(0.538\times2\times0.0606=0.065\) V. The ratio of the two thresholds, 3.86, is the product of a frequency factor \(\sqrt r=1.81\) and an ellipticity factor \((1+r)/2=2.13\). For the original value of \(K_i\), a parallel pump field would have its threshold at \(2\alpha(B_y+B_z)\sqrt{B_yB_z}/(B_z-B_y)=4.12\) mT.

The formula is the leading order in a small pump depth, which at threshold is

\[
\frac{b_{\rm th}}{B_z}=\frac{2\alpha(B_y+B_z)}{\sqrt{B_yB_z}}=\frac{4\Gamma}{\omega_0},
\]

here 0.047. The next correction on resonance is of second order, for reasons of symmetry. Let the exponents be \(-\Gamma\pm s\), apart from the oscillation at \(\omega_p/2\). Shifting time by half a pump period reverses the sign of \(V\), so \(s^2\) is even in \(V\). Replacing \(y(t),z(t)\) by \(-y(-t),z(-t)\) gives the same equations with \(-\alpha\) for \(\alpha\) and reverses the exponents. As \(\Gamma\) is odd in \(\alpha\), \(s^2\) is even in \(\alpha\). At zero voltage \(s\) is the small frequency shift caused by damping, of order \(\alpha^2\), so \(s^2\) begins there with \(\alpha^4\). If \(\alpha\) and \(V\) are small together, \(s^2=\kappa^2\) with a relative correction of second order.

The size of this correction follows from integrating the linear equations over one pump period by a Runge–Kutta method and seeking the voltage at which the larger Floquet multiplier has modulus one. For \(\alpha=0.04\), 0.02 and 0.01 the formula differs from this threshold by 0.12, 0.031 and 0.0077 percent of the formula's value, a quarter for each halving of \(\alpha\). The expansion fails when \(4\Gamma/\omega_0\) is no longer small. This happens for strong damping, and also when either stiffness field approaches zero. The vanishing threshold that the formula gives for \(B_z\to0\) is thus outside its range.

Off resonance the threshold becomes

\[
V_{\rm th}(\Delta)=V_{\rm th}\sqrt{1+\Delta^2/\Gamma^2} .
\]

For growth from rest, a mismatch of one decay rate between half the pump frequency and the resonance costs a factor \(\sqrt2\), which gives 0.355 V on either side. The Floquet thresholds are 0.352 V below resonance and 0.358 V above. The slow equation does not resolve this asymmetry of 0.8 percent each way. It neglects terms of relative order \(\Gamma/\omega_0\), here 1.2 percent.

The static field can be chosen to make the threshold as low as possible. Changing \(B\) shifts both stiffness fields alike and leaves their difference \(D=B_z-B_y\) fixed. For \(D>0\) and \(x=B_y\), the quantity to minimize is \((2x+D)\sqrt{(x+D)/x}\). The derivative of its logarithm vanishes when

\[
\frac{2}{2x+D}=\frac12\left(\frac1x-\frac1{x+D}\right)=\frac{D}{2x(x+D)} .
\]

Cross-multiplication gives \(4x^2+4xD=2xD+D^2\), or \(4x^2+2xD-D^2=0\), whose positive root is

\[
B_y=\frac{\sqrt5-1}{4}D .
\]

The expression diverges both for \(x\to0\) and for \(x\to\infty\), so this single stationary point is its minimum. There \(r=1+D/x=2+\sqrt5\). With the golden ratio \(\varphi=(1+\sqrt5)/2\), one has \(2x/D=1/\varphi\), \(1+1/\varphi=\varphi\) and \(2+\sqrt5=\varphi^3\). Hence

\[
V_{\min}=\frac{\alpha M_std}{\xi}\,\varphi^{5/2}D .
\]

In the example \(D=137\) mT, the best field is 31.9 mT and the lowest threshold is 0.246 V. This is 2 percent below the value at 50 mT, so the choice of field matters little if the pump is retuned to it. A lower field reduces the frequency but makes the orbit flatter, and near the minimum the two effects balance. At a fixed pump frequency the field does need care: near 50 mT, a change of 1 mT shifts the resonance by about 33 MHz, almost one decay rate, and raises the threshold by about 35 percent. A smaller \(D\) gains more, since \(V_{\min}\) is proportional to it. In the example this holds down to \(D=34\) mT. Below that the best \(B\) would be negative, and the magnetization along \(x\) would be only metastable.

Above threshold the linear theory predicts unlimited growth. Integration of the full nonlinear equation by the same method, from tilts of \(10^{-4}\), gives a decay rate of \(0.20\,\Gamma\) at \(0.8V_{\rm th}\) and a growth rate of \(0.30\,\Gamma\) at \(1.3V_{\rm th}\), in agreement with \((V/V_{\rm th}-1)\Gamma\). In a separate run over 900 pump periods from tilts of 0.05, the motion at \(1.3V_{\rm th}\) settles at a peak \(m_y\) of 0.27. It changes sign after each pump period and repeats after two. The phase thus has two equivalent values, half a precession period apart.

Detuning probably sets this amplitude. An undamped, unpumped orbit with peak \(m_y=0.095\), integrated numerically, is 3.5 MHz slower than a very small one. If the shift grows as the square of the amplitude, it reaches about 29 MHz at 0.27. The detuned threshold equals \(1.3V_{\rm th}\) at \(\Delta/2\pi=36.2\sqrt{1.3^2-1}=30\) MHz. The closeness of the two numbers supports the explanation without proving it. Because larger orbits are slower, the onset is hysteretic when half the pump frequency lies below the resonance: a finite tilt can tune itself into resonance with the pump. For \(\Delta=-\Gamma\) and \(1.2V_{\rm th}\), below the detuned threshold \(\sqrt2\,V_{\rm th}\), a tilt of 0.01 decays, but a tilt of 0.2 with a favourable phase settles at a peak \(m_y\) of 0.39. At \(1.3V_{\rm th}\) a tilt of 0.15 suffices, about twice the thermal rms value estimated below. For \(\Delta=+\Gamma\) and \(1.3V_{\rm th}\) a tilt of 0.3 decays. The detuned thresholds given here are therefore thresholds for growth from rest, and for \(\Delta<0\) oscillation can persist below them.

The parameters are rough typical values for CoFeB on MgO at room temperature. The peak barrier field at threshold, 1.8 MV/cm (0.18 V/nm), is well below a rough breakdown field of 10 MV/cm. Because \(B_z\) is a small remainder, the threshold is sensitive to the inputs that enter it: one percent of \(K_i\) moves \(B_z\) by 12.5 mT and the threshold by about 8 percent if the pump is retuned. At a fixed pump frequency the resonance moves away by almost 100 MHz, and the threshold nearly triples. The model also leaves out the tunnel current. With a rough resistance–area product of 200 Ω µm² and spin polarization \(P=0.6\), a current density \(J=V_{\rm th}/RA\) exerts a spin torque equivalent to \(\hbar PJ/(2eM_st)=0.13\) mT, against a damping field \(\Gamma/\gamma=1.29\) mT. If the current is polarized along \(x\), its torque changes the decay of \(y\) and \(z\) equally, so an alternating current has no mean effect in linear order. The torque from a steady bias of the same size would change \(\Gamma\), and with it the threshold, by about 10 percent in either direction. Such a bias would also shift \(B_z\) by \(b_{\rm th}=9.34\) mT, which changes the threshold by about 6 percent if the pump is retuned and more than doubles it if the pump frequency stays fixed.

Temperature blurs the onset. Equipartition, \(\langle m_y^2\rangle=k_BT/(M_s\mathcal V B_y)\) with \(\mathcal V\) the volume of a pillar 100 nm across, gives an rms tilt of 0.067 at 300 K. A real layer of this size therefore already moves below threshold. The orbit of peak 0.095 used above has this rms tilt. For this single orbit, a pump left at \(2\omega_0\) is detuned by 3.5 MHz, which costs about 0.5 percent in the formula for the detuned threshold. Thermal amplitudes are spread around the rms value, so this gives only the order of magnitude of the effect.

The assumption of uniform magnetization is harder to justify. Consider the next mode of a disc with free edges. Its wave number is \(k=1.84/(50\ \text{nm})\), and an exchange stiffness \(A_{\rm ex}=15\) pJ/m adds \(2A_{\rm ex}k^2/M_s=34\) mT to both stiffness fields. With this term alone, that mode would lie at 4.15 GHz, well above the uniform one. But the dipolar corrections left out are of order \(\mu_0M_skt/2=44\) mT, no smaller than the exchange term, and they can lower \(B_z\). Near the edges they are larger. The local demagnetizing factor along \(z\) lies 0.1 below its mean, worth about 150 mT in \(B_z\), but only within about 1.6 nm of the rim. This is less than the exchange length of 4 nm, so a mode feels only part of it. Because \(B_z\) is a small remainder, such corrections can close the gap and also change the shape and frequency of the lowest mode. The 0.251 V and the 0.065 V are therefore thresholds of the macrospin model. A linear micromagnetic calculation shows how far they are from a pillar. It takes an ellipse of aspect ratio 1.22 and mean diameter 100 nm, the same exchange stiffness, and an anisotropy set to give the same mean \(B_z\). For 198 mT the two lowest modes form a close pair at 2.25 and 2.3 GHz, with thresholds of 0.12 to 0.135 V, about half the macrospin value; these move by about 5 percent between cells of 3.5 and 2.5 nm. For 60.6 mT the lowest stiffness against tilts out of the plane is negative, \(-35\) and \(-31\) mT on the two meshes. The in-plane state is then unstable, and the 0.065 V has no counterpart in a pillar of this size. Since the edges matter this much, the values for a real pillar also depend on its edge profile.
